**Broken bonds per area on ideal diamond-structure surfaces**

The program tests that the fewest bonds cut per area are 4/(√3 a²), 4/(√2 a²) and 4/a² for (111), (110) and (001), where a is the cubic lattice constant. It builds the lattice from its sites, finds the bonds as the shortest site-to-site vectors, and counts those that cross flat cuts at different heights. It asserts that the smallest counts agree with the three formulas and that the mean over cut height agrees with a sum of bond projections on the surface normal. A maximum-flow calculation finds the cheapest cut of any shape in laterally periodic slabs, and the program asserts that it equals the cheapest flat cut for every cell size and thickness tried. The output shows that only (111), among these three planes, has flat cuts of different cost: 2.3094 or 6.9282 bonds per a². For diamond, with rough inputs a = 0.357 nm and 3.7 eV per bond, the ideal surface energies are roughly 5.4, 6.6 and 9.3 J/m² for (111), (110) and (001). The program also estimates the largest gains from dimers and π bonds without strain, which are big enough to change the order of these energies.

## Check in Python

```python
# Result under test: the fewest nearest-neighbour bonds cut per area in an
# ideal diamond-structure crystal (silicon, diamond) with cubic constant a are
#   (111): 4/(sqrt(3) a^2)   (110): 4/(sqrt(2) a^2)   (001): 4/a^2
# Site coordinates are integers in units of a/4. The height of a site is the
# integer dot product of its coordinates with the Miller indices.
# Flat cuts are counted directly; cuts of any shape are treated by maximum
# flow, whose value equals the least number of bonds that separates a slab.
import numpy as np
from scipy import constants
from scipy.sparse import coo_matrix
from scipy.sparse.csgraph import maximum_flow

# All diamond sites in a box around the origin
axis = np.arange(-28, 29)
grid = np.array(np.meshgrid(axis, axis, axis, indexing="ij")).reshape(3, -1).T
even_site = np.all(grid % 2 == 0, axis=1) & (grid.sum(axis=1) % 4 == 0)
shifted = grid - 1
odd_site = np.all(shifted % 2 == 0, axis=1) & (shifted.sum(axis=1) % 4 == 0)
sites = grid[even_site | odd_site]

# Bonds of an even site, found as the shortest site-to-site vectors
squared = (sites ** 2).sum(axis=1)
shortest = squared[squared > 0].min()
bonds = sites[squared == shortest]
assert len(bonds) == 4
bond_length = np.sqrt(shortest) / 4  # in units of a

# Miller indices and the two edge vectors of the surface cell
surfaces = {
    "111": ((1, 1, 1), (2, -2, 0), (0, 2, -2)),
    "110": ((1, 1, 0), (2, -2, 0), (0, 0, 4)),
    "001": ((0, 0, 1), (2, 2, 0), (2, -2, 0)),
}
claimed = {"111": 4 / np.sqrt(3), "110": 4 / np.sqrt(2), "001": 4.0}


def build_slab(name, repeat, thickness):
    """Return sites, bonded pairs with heights, and cell area in a^2."""
    normal, edge1, edge2 = (np.array(v) for v in surfaces[name])
    edge1, edge2 = repeat * edge1, repeat * edge2
    dual1, dual2 = np.cross(edge2, normal), np.cross(normal, edge1)
    volume = int(edge1 @ dual1)
    height = sites @ normal
    inside = ((sites @ dual1) // volume == 0) & ((sites @ dual2) // volume == 0)
    inside &= (height >= 0) & (height < thickness)
    slab = sites[inside]
    expected = abs(volume) * thickness / (normal @ normal) / 8
    assert abs(len(slab) - expected) < 1e-9  # 8 atoms per a^3
    index = {tuple(map(int, r)): i for i, r in enumerate(slab)}
    pairs = []
    for r in slab:
        if r[0] % 2:
            continue  # each bond is visited once, from its even end
        for b in bonds:
            q = r + b
            if not 0 <= q @ normal < thickness:
                continue
            q = q - ((q @ dual1) // volume) * edge1 - ((q @ dual2) // volume) * edge2
            i, j = index[tuple(map(int, r))], index[tuple(map(int, q))]
            pairs.append((i, j, int(r @ normal), int(q @ normal)))
    area = np.linalg.norm(np.cross(edge1, edge2)) / 16
    return slab, pairs, area


def flat_cuts(name):
    """Counts per a^2 and dangling bonds per surface atom, over one period."""
    slab, pairs, area = build_slab(name, 1, 16)
    density, per_atom = [], []
    for cut in (4.5, 5.5, 6.5, 7.5):
        lower = [i if hi < hj else j for i, j, hi, hj in pairs
                 if (hi - cut) * (hj - cut) < 0]
        density.append(len(lower) / area)
        per_atom.append(len(lower) / len(set(lower)))
    return np.array(density), np.array(per_atom), area


def cheapest_any_shape(name, repeat, thickness):
    """Least number of bonds per a^2 that separates bottom from top."""
    slab, pairs, area = build_slab(name, repeat, thickness)
    heights = slab @ np.array(surfaces[name][0])
    source, sink = len(slab), len(slab) + 1
    rows, cols, capacity = [], [], []
    for i, j, _, _ in pairs:
        rows += [i, j]
        cols += [j, i]
        capacity += [1, 1]
    for i, h in enumerate(heights):
        if h < 4:
            rows.append(source)
            cols.append(i)
            capacity.append(10000)
        elif h >= thickness - 4:
            rows.append(i)
            cols.append(sink)
            capacity.append(10000)
    graph = coo_matrix((np.array(capacity, dtype=np.int32), (rows, cols)),
                       shape=(sink + 1, sink + 1)).tocsr()
    return maximum_flow(graph, source, sink).flow_value / area


# Rough typical inputs for diamond (carbon)
a_nm = 0.357
bond_eV = 3.7
pi_pair_eV = 2.7
expansion_per_K = 3e-6
warming_K = 700.0
to_J_per_m2 = constants.e * 1e18

print("Bond length: %.4f a" % bond_length)
best, gamma = {}, {}
for name in surfaces:
    density, per_atom, area = flat_cuts(name)
    best[name] = density.min()
    assert abs(best[name] - claimed[name]) < 1e-10
    # Mean over cut height against the bond-projection rule
    unit = np.array(surfaces[name][0]) / np.linalg.norm(surfaces[name][0])
    projection_mean = 4 * np.abs(bonds / 4 @ unit).sum()
    assert abs(density.mean() - projection_mean) < 1e-10
    # Cuts of any shape, with growing lateral cell and a thicker slab
    flows = [cheapest_any_shape(name, n, 16) for n in (1, 2, 3, 4)]
    flows.append(cheapest_any_shape(name, 2, 24))
    assert np.allclose(flows, best[name], atol=1e-10)
    print("(%s) surface cell area: %.4f a^2" % (name, area))
    print("(%s) flat cut, fewest: %.4f bonds/a^2" % (name, best[name]))
    print("(%s) flat cut, most: %.4f bonds/a^2" % (name, density.max()))
    print("(%s) mean over cut height: %.4f bonds/a^2" % (name, density.mean()))
    print("(%s) dangling per surface atom, cheap cut: %.0f"
          % (name, per_atom[density.argmin()]))
    print("(%s) cheapest cut of any shape: %.4f bonds/a^2" % (name, flows[3]))
    print("(%s) largest shift with cell or thickness: %.1e bonds/a^2"
          % (name, np.ptp(flows)))

# Only (111) has cuts of different cost
assert np.ptp(flat_cuts("110")[0]) < 1e-10
assert np.ptp(flat_cuts("001")[0]) < 1e-10
dens111, atom111, _ = flat_cuts("111")
assert abs(dens111.max() / dens111.min() - 3) < 1e-10
cheap_share = np.mean(np.isclose(dens111, dens111.min()))
assert abs(cheap_share - 0.75) < 1e-12
print("(111) share of cut heights that are cheap: %.2f" % cheap_share)
print("(111) dangling per surface atom, costly cut: %.0f" % atom111[dens111.argmax()])

print("Diamond, rough inputs: a = %.3f nm, bond energy = %.1f eV" % (a_nm, bond_eV))
for name in surfaces:
    per_nm2 = best[name] / a_nm ** 2
    gamma[name] = per_nm2 * bond_eV / 2
    print("Diamond (%s): %.2f broken bonds/nm^2" % (name, per_nm2))
    print("Diamond (%s) ideal surface energy: %.1f eV/nm^2 = %.2f J/m^2"
          % (name, gamma[name], gamma[name] * to_J_per_m2))
assert gamma["111"] < gamma["110"] < gamma["001"]
print("Energy ratio (110)/(111): %.4f" % (gamma["110"] / gamma["111"]))
print("Energy ratio (001)/(111): %.4f" % (gamma["001"] / gamma["111"]))

# Neglected effect: pairing of neighbouring (001) surface atoms into dimers
top_layer = sites[(sites[:, 2] == 0) & (squared > 0)]
neighbour_nm = np.sqrt((top_layer ** 2).sum(axis=1).min()) / 4 * a_nm
_, dangling001, cell001 = flat_cuts("001")
atoms_per_a2 = best["001"] / dangling001[0]
dimer_gain = atoms_per_a2 / 2 * bond_eV / a_nm ** 2
dimerized = gamma["001"] - dimer_gain
flip_fraction = (gamma["001"] - gamma["111"]) / dimer_gain
assert neighbour_nm > bond_length * a_nm
assert dimerized < gamma["111"] and 0 < flip_fraction < 1
print("Diamond bond length: %.4f nm" % (bond_length * a_nm))
print("(001) surface neighbour distance before pairing: %.4f nm" % neighbour_nm)
print("(001) largest dimer gain, no strain: %.1f eV/nm^2" % dimer_gain)
print("(001) energy after that gain: %.1f eV/nm^2" % dimerized)
print("Fraction of bond energy needed to go below ideal (111): %.3f" % flip_fraction)

# Neglected effect: pi pairing of the orbitals that remain, without strain
print("Rough pi energy per pair: %.1f eV" % pi_pair_eV)
remaining = {"111": best["111"], "110": best["110"],
             "001": best["001"] - atoms_per_a2}
start = {"111": gamma["111"], "110": gamma["110"], "001": dimerized}
for name in surfaces:
    pi_gain = remaining[name] / 2 * pi_pair_eV / a_nm ** 2
    print("(%s) largest pi gain: %.1f, energy left: %.1f eV/nm^2"
          % (name, pi_gain, start[name] - pi_gain))

# Neglected effect: thermal expansion of the surface area
area_loss = 1 - 1 / (1 + expansion_per_K * warming_K) ** 2
print("Rough mean linear expansion: %.0e 1/K, warming: %.0f K"
      % (expansion_per_K, warming_K))
print("Drop of bond density on warming: %.2f %%" % (100 * area_loss))
print("OK")
```

Printed output:

```
Bond length: 0.4330 a
(111) surface cell area: 0.4330 a^2
(111) flat cut, fewest: 2.3094 bonds/a^2
(111) flat cut, most: 6.9282 bonds/a^2
(111) mean over cut height: 3.4641 bonds/a^2
(111) dangling per surface atom, cheap cut: 1
(111) cheapest cut of any shape: 2.3094 bonds/a^2
(111) largest shift with cell or thickness: 4.4e-16 bonds/a^2
(110) surface cell area: 0.7071 a^2
(110) flat cut, fewest: 2.8284 bonds/a^2
(110) flat cut, most: 2.8284 bonds/a^2
(110) mean over cut height: 2.8284 bonds/a^2
(110) dangling per surface atom, cheap cut: 1
(110) cheapest cut of any shape: 2.8284 bonds/a^2
(110) largest shift with cell or thickness: 4.4e-16 bonds/a^2
(001) surface cell area: 0.5000 a^2
(001) flat cut, fewest: 4.0000 bonds/a^2
(001) flat cut, most: 4.0000 bonds/a^2
(001) mean over cut height: 4.0000 bonds/a^2
(001) dangling per surface atom, cheap cut: 2
(001) cheapest cut of any shape: 4.0000 bonds/a^2
(001) largest shift with cell or thickness: 0.0e+00 bonds/a^2
(111) share of cut heights that are cheap: 0.75
(111) dangling per surface atom, costly cut: 3
Diamond, rough inputs: a = 0.357 nm, bond energy = 3.7 eV
Diamond (111): 18.12 broken bonds/nm^2
Diamond (111) ideal surface energy: 33.5 eV/nm^2 = 5.37 J/m^2
Diamond (110): 22.19 broken bonds/nm^2
Diamond (110) ideal surface energy: 41.1 eV/nm^2 = 6.58 J/m^2
Diamond (001): 31.39 broken bonds/nm^2
Diamond (001) ideal surface energy: 58.1 eV/nm^2 = 9.30 J/m^2
Energy ratio (110)/(111): 1.2247
Energy ratio (001)/(111): 1.7321
Diamond bond length: 0.1546 nm
(001) surface neighbour distance before pairing: 0.2524 nm
(001) largest dimer gain, no strain: 29.0 eV/nm^2
(001) energy after that gain: 29.0 eV/nm^2
Fraction of bond energy needed to go below ideal (111): 0.845
Rough pi energy per pair: 2.7 eV
(111) largest pi gain: 24.5, energy left: 9.1 eV/nm^2
(110) largest pi gain: 30.0, energy left: 11.1 eV/nm^2
(001) largest pi gain: 21.2, energy left: 7.8 eV/nm^2
Rough mean linear expansion: 3e-06 1/K, warming: 700 K
Drop of bond density on warming: 0.42 %
OK
```
